# Ion-acoustic speed in a plasma with equal-mass positive and negative ions

## 1. Positive ions alone

Take a uniform plasma at rest, without a magnetic field, made of electrons and singly charged positive ions of mass $M$. Both densities equal $n_0$. The ions are cold and collide with nothing. The electron temperature $T_e$ is in energy units, and the elementary charge $e$ is positive. A weak potential $\phi(x,t)$ disturbs this state, and a subscript 1 marks a small change of density.

Electrons are light enough to settle in the potential almost at once. Their pressure gradient balances the electric force, so at fixed temperature
$$n_e(\phi)=n_0\,e^{e\phi/T_e}\quad\Rightarrow\quad \frac{n_{e1}}{n_0}=\frac{e\phi}{T_e}.$$
The expansion needs $e\phi\ll T_e$.

For the ions, continuity and Newton's law with products of small quantities dropped read
$$\partial_t n_{i1}=-n_0\,\partial_x u,\qquad M\,\partial_t u=-e\,\partial_x\phi .$$
Differentiating the first in time and inserting the second gives
$$\partial_t^2 n_{i1}=-n_0\,\partial_x(\partial_t u)=\frac{n_0e}{M}\,\partial_x^2\phi .$$

If the wavelength is long, the plasma stays nearly neutral and $n_{i1}=n_{e1}=n_0e\phi/T_e$. Substituting this on the left and cancelling $n_0e$,
$$\partial_t^2\phi=\frac{T_e}{M}\,\partial_x^2\phi .$$
This is a wave equation with speed $c_s=\sqrt{T_e/M}$. The electrons supply the pressure and the ions supply the inertia.

## 2. Adding negative ions

Now let there be negative ions of the same mass $M$ and charge $-e$, also cold. The undisturbed densities $n_+$, $n_-$ and $n_e$ satisfy
$$n_+=n_-+n_e,\qquad \alpha\equiv\frac{n_-}{n_e}.$$
The electron law becomes $n_{e1}=n_e\,e\phi/T_e$. The two ion species feel opposite forces:
$$M\,\partial_t u_\pm=\mp e\,\partial_x\phi,\qquad \partial_t n_{\pm1}=-n_\pm\,\partial_x u_\pm .$$
The same elimination as before, done for each species, gives
$$\partial_t^2 n_{+1}=+\frac{n_+e}{M}\,\partial_x^2\phi,\qquad \partial_t^2 n_{-1}=-\frac{n_-e}{M}\,\partial_x^2\phi .$$

What the electrons must neutralize is the net ion charge, $e(n_{+1}-n_{-1})$. Subtracting the second equation from the first turns the minus sign into a sum:
$$\partial_t^2(n_{+1}-n_{-1})=\frac{(n_++n_-)e}{M}\,\partial_x^2\phi .$$
For long waves $n_{+1}-n_{-1}=n_{e1}=n_e\,e\phi/T_e$. Inserting this and multiplying by $T_e/(n_ee)$,
$$\partial_t^2\phi=\frac{T_e}{M}\,\frac{n_++n_-}{n_e}\,\partial_x^2\phi .$$
The long-wave speed is therefore
$$v=c_s\sqrt{\frac{n_++n_-}{n_e}}=c_s\sqrt{1+2\alpha},$$
where the second form uses $n_+=(1+\alpha)n_e$ and $n_-=\alpha n_e$.

The sum has a simple origin. Positive and negative ions move in opposite directions, but their charges are opposite too, so their electric currents add. Both species build up the charge, at a rate proportional to $n_++n_-$. Only the electrons screen it in this model, and the potential left by a given ion charge is proportional to $1/n_e$. Scarce electrons thus mean a larger restoring force.

Setting $\alpha=0$ returns $c_s$, as it must. The opposite limit, $n_e\to0$, makes $v$ grow without bound, which signals that an assumption has failed. One suspect is neutrality. The other, taken up in section 3, is the Boltzmann law of the electrons.

## 3. Removing the neutrality assumption

Replace neutrality by Poisson's equation,
$$\varepsilon_0\,\partial_x^2\phi=-e\,(n_{+1}-n_{-1}-n_{e1}),$$
and let every perturbation vary as $e^{i(kx-\omega t)}$. Then $\partial_t^2\to-\omega^2$ and $\partial_x^2\to-k^2$, and the ion equations of section 2 become
$$\frac{n_{+1}}{n_+}=\frac{k^2}{\omega^2}\frac{e\phi}{M},\qquad \frac{n_{-1}}{n_-}=-\frac{k^2}{\omega^2}\frac{e\phi}{M}.$$
Poisson's equation is now
$$\varepsilon_0k^2\phi=e\left[(n_++n_-)\frac{k^2}{\omega^2}\frac{e\phi}{M}-n_e\frac{e\phi}{T_e}\right].$$
Divide by $\varepsilon_0k^2\phi$, which is allowed when $\phi\neq0$, and define the electron Debye length by $\lambda_D^2=\varepsilon_0T_e/(n_ee^2)$:
$$1+\frac{1}{k^2\lambda_D^2}=\frac{e^2(n_++n_-)}{\varepsilon_0M\,\omega^2}.$$
Since $e^2/(\varepsilon_0M)=c_s^2/(n_e\lambda_D^2)$, solving for $\omega^2$ gives
$$\omega^2=\frac{k^2c_s^2}{1+k^2\lambda_D^2}\,\frac{n_++n_-}{n_e}.$$

For $k\lambda_D\ll1$ the result of section 2 returns. For $k\lambda_D\gg1$ the denominator cancels $k^2$ and
$$\omega^2\to\frac{c_s^2}{\lambda_D^2}\frac{n_++n_-}{n_e}=\frac{e^2(n_++n_-)}{\varepsilon_0M}.$$
This is the plasma frequency of all the ions together, with no electron quantity left in it. Within this model it resolves the puzzle of $n_e\to0$: at fixed $k$ and ion density, $\lambda_D$ grows as $n_e$ falls, and the frequency levels off at this ceiling. The argument keeps the Boltzmann law, which needs a phase speed well below $\sqrt{T_e/m}$, with $m$ the electron mass. That is assured when the ceiling is much smaller than $k\sqrt{T_e/m}$, which for the numbers of section 7 means wavelengths well below 4 cm. For longer waves the Boltzmann law fails first, and as $n_e$ falls the sound wave becomes strongly damped by the electrons (section 6) before it reaches the ceiling. The factor $\sqrt{(n_++n_-)/n_e}$ is the ratio of phase speed to $c_s$ only while the wavelength is long compared with $2\pi\lambda_D$.

A numerical test avoids the linearization. The nonlinear ion equations were advanced in time together with Poisson's equation and the full exponential for the electrons. The positive ions alone were displaced at the start, by one part in $10^4$, and the period was read from the zeros of the potential. At $k\lambda_D=0.02$ the speeds in units of $c_s$ were 0.9998, 1.4139, 2.2356 and 4.5817 for $\alpha=0$, 0.5, 2 and 10. The long-wave formula gives 1.0000, 1.4142, 2.2361 and 4.5826. Each simulated value is lower by about two parts in $10^4$, which is the expected reduction $k^2\lambda_D^2/2$. At $k\lambda_D=0.5$ and $\alpha=2$, simulation and full formula both give 2.0000.

## 4. The solution lost in the division

Dividing by $\phi$ discarded the case $\phi=0$. Then no force acts on the ions, and Poisson's equation requires $n_{+1}=n_{-1}$. If the ions start at rest, such a perturbation stays where it is: a bump of both ion species that carries no charge. When negative ions are present, the start used in the simulation is a mixture of this static pattern and the charge-carrying wave, and the potential shows only the wave.

Give the ions a small temperature $T_i$, the same for both species. In a fast one-dimensional compression without collisions, the ion pressure follows $p\propto n^3$, so $p_{\pm1}=3T_in_{\pm1}$. With $N_\pm=n_{\pm1}/n_\pm$, Newton's law gains a term:
$$M\,\partial_tu_\pm=\mp e\,\partial_x\phi-3T_i\,\partial_xN_\pm .$$
Using $\partial_tN_\pm=-\partial_xu_\pm$ and Fourier factors,
$$\left(\omega^2-\frac{3k^2T_i}{M}\right)N_\pm=\pm\frac{k^2e\phi}{M}.$$
This is the cold response with $\omega^2$ replaced by $\omega^2-3k^2T_i/M$. The rest of section 3 is unchanged, so
$$\frac{\omega^2}{k^2}=\frac{c_s^2(1+2\alpha)}{1+k^2\lambda_D^2}+\frac{3T_i}{M}.$$
The uncharged pattern, with $\phi=0$, now moves at $\sqrt{3T_i/M}$.

The number 3 can be checked from the ion velocity distribution $F(v)$, normalized to one. The linearized collisionless kinetic equation gives, after one integration by parts,
$$N_\pm=\pm\frac{k^2e\phi}{M}\int\frac{F\,dv}{(\omega-kv)^2}\simeq\pm\frac{k^2e\phi}{M\omega^2}\left(1+\frac{3k^2T_i}{M\omega^2}\right).$$
The expansion uses $(1-z)^{-2}=1+2z+3z^2+\dots$ with $z=kv/\omega$, $\langle v\rangle=0$ and $\langle v^2\rangle=T_i/M$. It agrees with the fluid response to this order, but requires a phase speed well above the ion thermal speed. The charged wave meets that condition when $T_i\ll(1+2\alpha)T_e/(1+k^2\lambda_D^2)$, which for long waves is $T_i\ll(1+2\alpha)T_e$. The uncharged branch does not, so its speed belongs to the fluid closure and is no prediction for collisionless ions.

## 5. Unequal masses and other electrons

Let the positive ions have mass $M_+$, while $M$ remains the negative-ion mass and defines $c_s$. In the cold response, $n_{+1}$ is multiplied by $M/M_+$ and nothing else changes. Hence for long waves
$$\frac{v^2}{c_s^2}=\frac{n_+M/M_++n_-}{n_e}.$$
Equal masses recover the earlier factor. Very heavy positive ions leave $v^2=c_s^2\,n_-/n_e$: the negative ions then carry the wave alone.

The electrons may also depart from a Maxwellian. Suppose their distribution is isotropic, with $f(w)$ a function of kinetic energy $w$ in the undisturbed plasma. In a slowly varying potential it becomes a function of total energy, $f(w-e\phi)$. The density is $n_e(\phi)=C\int_0^\infty\sqrt w\,f(w-e\phi)\,dw$, with $C$ a constant. Differentiating at $\phi=0$ and integrating by parts,
$$\frac{dn_e}{d\phi}=-eC\int_0^\infty\sqrt w\,f'(w)\,dw=\frac{eC}{2}\int_0^\infty\frac{f(w)}{\sqrt w}\,dw=\frac{e\,n_e}{2}\left\langle\frac1w\right\rangle .$$
So in the long-wave speed and in the Debye length, $T_e$ is replaced by a screening temperature $T_s$ with $1/T_s=\langle1/w\rangle/2$. For a Maxwellian $\langle1/w\rangle=2/T_e$ and $T_s=T_e$.

The Druyvesteyn form $f\propto e^{-w^2/w_0^2}$ has fewer slow electrons. With $\int_0^\infty w^pe^{-w^2}dw=\tfrac12\Gamma\!\left(\tfrac{p+1}2\right)$,
$$\left\langle\frac1w\right\rangle=\frac{\Gamma(1/4)}{w_0\Gamma(3/4)},\qquad \langle w\rangle=\frac{w_0\Gamma(5/4)}{\Gamma(3/4)}.$$
Compared with the temperature $2\langle w\rangle/3$ of a Maxwellian of equal mean energy,
$$\frac{T_s}{2\langle w\rangle/3}=\frac{3\,\Gamma(3/4)^2}{\Gamma(1/4)\,\Gamma(5/4)}=1.371 .$$
Slow electrons respond most strongly to a weak potential. With fewer of them the screening is weaker and the wave faster.

## 6. What damps the wave

**Neutral gas.** A drag force $-M\nu_nu_\pm$ on each ion replaces $\partial_tu_\pm$ by $(\partial_t+\nu_n)u_\pm$. Hence $\omega(\omega+i\nu_n)=\omega_0^2$, where $\omega_0$ is the undamped frequency. For weak drag $\omega\simeq\omega_0-i\nu_n/2$, so the amplitude decays at the rate $\nu_n/2$.

**Friction between the ions.** The two species stream through each other. Let the positive ions lose momentum per unit volume at the rate $R=Mn_+\nu(u_+-u_-)$, which the negative ions gain. The particle flux that carries charge is $J=n_+u_+-n_-u_-$, and
$$M\,\partial_tJ=-(n_++n_-)e\,\partial_x\phi-2R .$$
To leading order $u_-=-u_+$, which makes $R=2Mn_+\nu u_+$ and $J=(n_++n_-)u_+$. The friction term is then
$$\frac{2R}{M}=\frac{4n_+\nu}{n_++n_-}\,J .$$
It acts like a drag frequency, and half of it is the damping rate: $2n_+\nu/(n_++n_-)$.

To find $\nu$, write $\kappa=e^2/(4\pi\varepsilon_0)$ and $\mu=M/2$ for the reduced mass. A distant encounter at relative speed $g$ and impact parameter $s$ gives a sideways momentum $2\kappa/(sg)$. At fixed energy, the forward momentum lost is its square over $2\mu g$, or $2\kappa^2/(\mu s^2g^3)$. Integrating over $2\pi s\,ds$ gives $4\pi\kappa^2L/(\mu g^3)$, where $L$ is the logarithm of the ratio of largest to smallest $s$. Multiplying by the encounter flux, proportional to $g$, and projecting on the direction $x$ of the mean relative velocity $U=u_+-u_-$,
$$R=n_+n_-\frac{4\pi\kappa^2L}{\mu}\int\frac{g_x}{g^3}\,h(\mathbf g-\mathbf U)\,d^3g .$$
Here $h$ is a Maxwellian with variance $T_i/\mu$ per direction. The integral has the form of the field at distance $U$ from the centre of a spherical charge cloud of density $h$. For small $U$ Gauss's law gives $(4\pi/3)h(0)U$, with $h(0)=(\mu/2\pi T_i)^{3/2}$. Collecting factors and dividing by $Mn_+U$,
$$\nu=\frac{n_-\mu}{M}\,\frac{4\sqrt{2\pi}}{3}\,\frac{\kappa^2L}{\sqrt\mu\,T_i^{3/2}} .$$
This holds when the relative drift is small compared with the ion thermal speed. The cutoffs used below are the ion Debye length, built on $T_i$ and $n_++n_-$, and $\kappa/(3T_i)$. They are estimates, and they err on the high side. Scattering in a Debye-screened potential, averaged over the thermal speeds, gives an effective logarithm lower by 1.1 to 1.3, so with $L$ near 7 the formula overestimates $\nu$ by fifteen to twenty per cent.

**Electrons moving with the wave.** Let $F_e(v)$ be the normalized one-dimensional electron Maxwellian and $m$ the electron mass. The linear kinetic equation gives
$$\frac{n_{e1}}{n_e}=\frac{e\phi}{T_e}\left[1-\omega\int\frac{F_e(v)\,dv}{\omega-kv}\right].$$
A perturbation that grew from zero in the past has $\omega$ slightly above the real axis, and the pole contributes $-i\pi F_e(\omega/k)/k$ to the integral. The rest of the correction is of order $m\omega^2/(k^2T_e)$ and is dropped. With $F_e(0)=\sqrt{m/(2\pi T_e)}$ and the long-wave phase speed, the bracket is $1+i\delta$, where
$$\delta=\pi\frac{\omega}{k}\sqrt{\frac{m}{2\pi T_e}}=\sqrt{\frac\pi2}\sqrt{\frac{(1+2\alpha)m}{M}} .$$
The screening is multiplied by $1+i\delta$, so $\omega^2$ is divided by it and $\omega\simeq\omega_0(1-i\delta/2)$. The Landau damping rate over the frequency is
$$\frac{\gamma}{\omega_0}=\sqrt{\frac\pi8}\sqrt{\frac{(1+2\alpha)m}{M}} .$$
The Boltzmann law itself requires a phase speed well below the electron thermal speed, $(1+2\alpha)m/M\ll1+k^2\lambda_D^2$, which for long waves is $(1+2\alpha)m/M\ll1$.

## 7. Numbers for a chlorine etching plasma

A strongly dissociated chlorine plasma can supply the equal-mass pair Cl$^+$ and Cl$^-$, of mass 35.45 u. Rough values for a low-pressure inductive discharge are $T_e=3$ eV, $T_i=0.1$ eV, $n_e=5\times10^{10}$ cm$^{-3}$ and $\alpha=2$, in gas at 5 mTorr and 600 K. Then $n_-=1.0\times10^{11}$ and $n_+=1.5\times10^{11}$ cm$^{-3}$, and
$$\sqrt{\frac{n_++n_-}{n_e}}=\sqrt{\frac{2.5\times10^{11}}{5\times10^{10}}}=\sqrt5=2.236 .$$
With $c_s=2.857$ km/s the long-wave speed is $2.857\times2.236=6.39$ km/s, or 0.639 cm/µs.

For a wavelength of 5 mm and $\lambda_D=57.6$ µm, $k\lambda_D=0.0724$. The speed falls by 0.26 % to 6.37 km/s, and the frequency is $6.37\ \text{km/s}/5\ \text{mm}=1.27$ MHz. The ceiling of section 3 lies at 17.7 MHz. Ion pressure raises the long-wave speed by 1.0 %. A root of the kinetic dispersion relation, with warm ions, finite wavelength and moving electrons together, gives 6.44 km/s.

The larger uncertainties lie in the composition and the electrons. If all positive ions were Cl$_2^+$ at the same densities, the factor would be $\sqrt{1.5+2}=1.871$, and the speed 16 % lower. With Cl$^+$ kept, Druyvesteyn electrons of the same mean energy would make it 17 % higher, since $\sqrt{1.371}=1.171$. A real discharge may contain both molecular ions and non-Maxwellian electrons, so three-figure speeds describe the model and not the reactor. Real densities also vary in space, and the result applies locally where they change little over a wavelength.

For the damping, rough collision rate coefficients are $10^{-9}$ cm$^3$/s for ions with neutrals and $10^{-7}$ cm$^3$/s for electrons with neutrals. The gas density of $8.05\times10^{13}$ cm$^{-3}$ then gives $\nu_n=8.05\times10^4$ s$^{-1}$. With $L=6.89$ the ion friction frequency is $\nu=1.76\times10^5$ s$^{-1}$, and its damping rate is $2(1.5/2.5)\nu=1.2\nu$. Relative to the angular frequency, the damping rates are:

- neutral drag: 0.005;
- friction between the ions: 0.026;
- Landau damping: 0.005 (0.0054 from the kinetic root, 0.0055 from the long-wave formula).

Their sum, 0.037 when added before rounding, lets the amplitude fall by a factor $e$ in $1/(2\pi\times0.037)\approx4.3$ periods. With the lower effective logarithm of section 6 the friction term is 0.021 to 0.022 and the decay takes about 5 periods. At the assumed $T_i=0.1$ eV the friction between the two ion species is the largest term, although the gas is far denser than the plasma. This ranking depends on the ion temperature: the friction falls somewhat more slowly than $T_i^{-3/2}$, because $L$ grows with $T_i$, and near 0.3 eV it would be about 0.006, only comparable with the other two. The electron mean free path in the gas, roughly 140 mm, is much longer than the wave, which supports the collisionless treatment of the electrons. Coulomb scattering on the ions is about as frequent for thermal electrons and more frequent for slow ones; an estimate without electron-electron collisions raises the electron damping by about ten per cent. Ion-ion recombination, with a rough coefficient of $5\times10^{-8}$ cm$^3$/s, removes negative ions at about 0.001 of the angular frequency.

## 8. A different question: entering a sheath

The speed $c_s\sqrt{1+2\alpha}$ should not be used for ions entering a sheath. There the negative ions are held back by a steady potential. Suppose they follow a Boltzmann law with temperature $T_-$, while cold positive ions arrive at speed $u$. When the potential drops by a small $\Delta$, energy conservation speeds up the positive ions, and their steady flux makes $n_+$ fall by $n_+e\Delta/(Mu^2)$. The negative charge density falls by $e\Delta(n_e/T_e+n_-/T_-)$ in units of $e$. Positive space charge can form if the first fall is no larger than the second:
$$u^2\ge\frac{n_+/M}{n_e/T_e+n_-/T_-}=c_s^2\,\frac{1+\alpha}{1+\alpha T_e/T_-},$$
with $\alpha$ taken at the sheath edge. This is a condition for small $\Delta$ only. If the negative ions are much colder than the electrons, the space charge can turn negative deeper in. For $T_e/T_-$ above about 9.9 and some values of $\alpha$ it does so at once when $u$ equals the threshold. A steady sheath may then need a higher entry speed: for $T_e/T_-=30$ and $\alpha=0.5$ the threshold is $0.31c_s$, while keeping the integrated space charge positive needs about $0.41c_s$. For $T_-<T_e$ and $\alpha>0$ this threshold lies below $c_s$, whereas the wave speed lies above it. In the wave the negative ions respond through their inertia and add to the current; at the sheath edge they respond through their temperature and add to the screening.

## Calculated quantities

```
SPEED FACTOR: nonlinear simulation at k*lambda_De = 0.02
alpha =  0.0: simulated 0.9998, formula 1.0000
alpha =  0.5: simulated 1.4139, formula 1.4142
alpha =  2.0: simulated 2.2356, formula 2.2361
alpha = 10.0: simulated 4.5817, formula 4.5826
alpha = 2, k*lambda_De = 0.5: simulated 2.0000, formula 2.0000
EXAMPLE INPUTS (rough, chlorine etching plasma)
gas pressure = 5.0 mTorr
gas temperature = 600 K
electron temperature = 3.0 eV
ion temperature = 0.1 eV
ion mass = 35.45 u
n_e = 5.00e+10 cm^-3
n_minus = 1.00e+11 cm^-3
n_plus = 1.50e+11 cm^-3
wavelength = 5.0 mm
ion-neutral rate coefficient = 1.0e-09 cm^3/s
electron-neutral rate coeff. = 1.0e-07 cm^3/s
recombination rate coefficient = 5.0e-08 cm^3/s
EXAMPLE RESULTS
c_s = 2.857 km/s
speed factor = 2.2361
long-wave speed = 6.390 km/s = 0.6390 cm/us
electron Debye length = 57.6 um
k*lambda_De = 0.0724
speed at this wavelength = 6.373 km/s
wave frequency = 1.275 MHz
short-wave frequency ceiling = 17.66 MHz
NEGLECTED EFFECTS: change of speed
Cl2+ instead of Cl+: factor 1.8708, change -16.3 %
Druyvesteyn electrons: T_scr/T_mean = 1.371, change +17.1 %
warm ions: +1.00 %
finite wavelength: -0.26 %
kinetic speed, all at once but Cl2+, Druyvesteyn, collisions = 6.437 km/s
second-branch fluid speed = 0.904 km/s
NEGLECTED EFFECTS: damping rate / angular frequency
gas density = 8.05e+13 cm^-3
neutral drag frequency = 8.05e+04 s^-1, damping 0.0050
Coulomb logarithm = 6.89
ion-ion friction frequency = 1.76e+05 s^-1, damping 0.0264
Landau damping: kinetic 0.00541, formula 0.00551
sum of the three = 0.0368
periods for amplitude to fall by e = 4.3
recombination rate / angular frequency = 0.00094
electron mean free path in gas = 144 mm
```
